**Prange–Nee roughness scattering: wall slope, mean force and mobility**

The program examines the coupling $G_{mn}=(\hbar^2/2m_z)\psi_m'(0)\psi_n'(0)$ produced by displacing a hard wall, where $\psi_n$ are the subband functions and $m_z$ is the mass across the layer. It asserts that $G_{mn}$ equals the force element $\langle m|dV/dz|n\rangle$ plus $(E_m-E_n)\langle m|d/dz|n\rangle$, where $V$ is the confining potential energy and $E_n$ are the subband energies. The diagonal element is compared with the energy change under a uniform wall shift, and both the intrasubband and the intersubband elements with level splittings from two-dimensional diagonalizations of a corrugated wall. For a self-consistent Hartree layer, the wall slope must reproduce the mean force $e^2(N_d+n/2)/\varepsilon$, with $n$ the electron density, $N_d$ the depletion density and $\varepsilon$ the permittivity. The closed mobility formula is asserted against a discretized Boltzmann collision operator, and both give about 1812 cm²/(V s) without screening. At fixed density the output shows a field exponent of −2.00 without screening and with thin-layer screening, and −1.82 with the finite-thickness form factor. When the electron density is swept instead, the unscreened exponent is −1.55.

## Verification by program

```python
"""Interface roughness at a hard wall (Prange-Nee matrix element).

Result under test: moving a hard wall from z=0 to z=Delta(r) couples subbands
m and n with strength G_mn*Delta_q, where
    G_mn = (hbar^2/2 m_z) psi_m'(0) psi_n'(0)
         = <m|dV/dz|n> + (E_m-E_n) <m|d/dz|n>.
For m=n this is the mean confining force e*F_eff. At fixed density and
field-independent screening the roughness mobility varies as F_eff^-2.

Symbols: V(z) confining potential energy, m_z and m_p masses across and along
the layer, n electron density, Nd depletion density, rms and corr the height
and correlation length of the roughness. Internal units: nm, eV, s.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import ive, j0

mass_z, mass_p, kappa, degeneracy = 0.9, 0.2, 12.0, 4
rms, corr = 0.3, 2.0
hbar = sc.hbar / sc.e                                   # eV s
c0 = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18            # eV nm^2
cz, cp = c0 / mass_z, c0 / mass_p                       # hbar^2/(2m)
coulomb = sc.e / (sc.epsilon_0 * kappa) * 1e9           # e^2/eps, eV nm
q_screen = degeneracy * coulomb / (2 * cp) / (4 * np.pi)  # 1/nm

# Polynomial basis that vanishes at z=0 and at a remote end z=L
L, J, points = 25.0, 60, 160
t, w = leg.leggauss(points)
z, wz = L * (t + 1) / 2, w * L / 2
coef = np.zeros((J + 2, J))
for j in range(J):
    coef[j, j] = 1 / np.sqrt(4 * j + 6)
    coef[j + 2, j] = -1 / np.sqrt(4 * j + 6)
B = leg.legval(t, coef).T
dB = leg.legval(t, leg.legder(coef)).T * 2 / L
wall = leg.legval(-1.0, leg.legder(coef)) * 2 / L
S = B.T @ (wz[:, None] * B)
T = dB.T @ (wz[:, None] * dB)
X = B.T @ (wz[:, None] * dB)
degree = 130
P = leg.legvander(t, degree)


def potential_matrix(v):
    return B.T @ ((wz * v)[:, None] * B)


def solve(v):
    """Energies, functions, derivatives and wall slopes (taken positive)."""
    energy, vec = eigh(cz * T + potential_matrix(v), S)
    vec = vec * np.sign(wall @ vec)
    return energy, B @ vec, dB @ vec, wall @ vec


def cumulative(f):
    """Integral of f from 0 to z at the quadrature points."""
    c = (2 * np.arange(degree + 1) + 1) / 2 * (P.T @ (w * f))
    return leg.legval(t, leg.legint(c, lbnd=-1, scl=L / 2))


# ---- wall slope, mean force and commutator identity in a curved potential
def V(s):
    return 0.02 * s + 0.08 * (1 - np.exp(-s / 3.0))


force = 0.02 + 0.08 / 3.0 * np.exp(-z / 3.0)
E, psi, dpsi, slope = solve(V(z))
G = cz * np.outer(slope[:3], slope[:3])
F = psi[:, :3].T @ ((wz * force)[:, None] * psi[:, :3])
D = psi[:, :3].T @ (wz[:, None] * dpsi[:, :3])
assert np.allclose(G, F + (E[:3, None] - E[None, :3]) * D, rtol=1e-6, atol=1e-9)
assert abs(F[0, 1] / G[0, 1] - 1) > 0.1   # force alone fails off the diagonal
step = 1e-3
shift_rate = (solve(V(z + step))[0][0] - solve(V(z - step))[0][0]) / (2 * step)
assert abs(shift_rate / G[0, 0] - 1) < 1e-5   # finite-difference error
field_test = 0.05
G_linear = cz * solve(field_test * z)[3][:3]**2
assert np.allclose(G_linear, field_test, rtol=1e-6)


# ---- corrugated wall a*cos(Qx): full two-dimensional diagonalization
def corrugated(a, Q, waves, odd=False):
    size = len(waves) * J
    H, M = np.zeros((size, size)), np.zeros((size, size))
    for x in np.arange(32) * 2 * np.pi / Q / 32:
        k = np.array(waves) * Q
        u = np.sin(k * x) if odd else np.cos(k * x)
        du = k * np.cos(k * x) if odd else -k * np.sin(k * x)
        h, dh = a * np.cos(Q * x), -a * Q * np.sin(Q * x)
        uu = np.outer(u, u)
        H += cp * (np.kron(np.outer(du, du), S) - dh * np.kron(np.outer(du, u), X)
                   - dh * np.kron(np.outer(u, du), X.T))
        H += np.kron(uu, (cp * dh**2 + cz) * T + potential_matrix(V(z + h)))
        M += np.kron(uu, S)
    return eigh(H, M, eigvals_only=True)


a, Q_intra = 0.02, 1.0
half = [0.5, 1.5, 2.5, 3.5]
split_intra = (corrugated(a, Q_intra, half)[0]
               - corrugated(a, Q_intra, half, odd=True)[0])
Q_inter = np.sqrt((E[1] - E[0]) / cp)     # makes the two subbands resonant
levels = corrugated(a, Q_inter, [0, 1, 2, 3])
split_inter = levels[2] - levels[1]
# remaining differences are of higher order in the corrugation height
assert abs(split_intra / (a * G[0, 0]) - 1) < 3e-3
assert abs(split_inter / (np.sqrt(2) * a * G[0, 1]) - 1) < 3e-3


# ---- self-consistent Hartree layer
def hartree(n, Nd):
    v = coulomb * (Nd + n / 2) * z
    for _ in range(300):
        e, p, _, s = solve(v)
        rho = p[:, 0]**2
        new = coulomb * (Nd * z + n * cumulative(1 - cumulative(rho)))
        change = np.max(np.abs(new - v))
        if change < 1e-10:
            break
        v = 0.5 * v + 0.5 * new
    assert change < 1e-10
    kf = np.sqrt(4 * np.pi * n / degeneracy)
    assert e[1] - e[0] > cp * kf**2       # one occupied subband
    return e, rho, s[0], cz * s[0]**2, kf


def form_factor(q, rho):
    inner = cumulative(rho * np.exp(q * z))
    return 2 * np.sum(wz * rho * np.exp(-q * z) * inner)


def lifetime(G0, k, rho=None, screened=False):
    """Transport lifetime by angular quadrature of the golden rule."""
    x, wx = leg.leggauss(60)
    angle, wa = np.pi * (x + 1) / 2, wx * np.pi / 2
    q = 2 * k * np.sin(angle / 2)
    spectrum = np.pi * rms**2 * corr**2 * np.exp(-q**2 * corr**2 / 4)
    eps = np.ones_like(q)
    if screened:
        shape = 1.0 if rho is None else np.array([form_factor(s, rho) for s in q])
        eps = 1 + q_screen * shape / q
    total = 2 * np.sum(wa * spectrum * (1 - np.cos(angle)) / eps**2)
    return 2 * np.pi * hbar * 2 * cp / (G0**2 * total)


to_mobility = sc.e / (mass_p * sc.m_e) * 1e4            # cm^2/(V s) per s
n, Nd = 0.03, 0.01                                     # 1/nm^2
e, rho, s0, G0, kf = hartree(n, Nd)
mean_force = coulomb * (Nd + n / 2)
assert abs(G0 / mean_force - 1) < 1e-6
direct = (wz * rho) @ np.exp(-0.5 * np.abs(z[:, None] - z)) @ (wz * rho)
assert abs(form_factor(0.5, rho) / direct - 1) < 5e-3   # kink in direct sum

# ---- closed mobility formula against a discretized Boltzmann equation
arg = kf**2 * corr**2 / 2
bessel = ive(0, arg) - ive(1, arg)
tau = hbar * 2 * cp / (np.pi * rms**2 * corr**2 * mean_force**2 * bessel)
mu = tau * to_mobility
N = 48
angles = 2 * np.pi * np.arange(N) / N


def hankel(q):
    return quad(lambda r: 2 * np.pi * r * rms**2 * np.exp(-(r / corr)**2)
                * j0(q * r), 0, 9 * corr, epsabs=1e-12)[0]


row = np.array([hankel(2 * kf * abs(np.sin(s / 2))) for s in angles])
row *= G0**2 / (2 * cp) / (2 * np.pi * hbar) * 2 * np.pi / N
idx = (np.arange(N)[:, None] - np.arange(N)) % N
collision = np.diag(np.full(N, row.sum())) - row[idx]
scale = row.sum()
response = np.linalg.lstsq(collision / scale, np.cos(angles), rcond=1e-10)[0] / scale
velocity = 2 * cp * kf / hbar * 1e-9                    # m/s
fermi = cp * kf**2
mu_boltzmann = velocity**2 * np.mean(np.cos(angles) * response) / fermi * 1e4
assert abs(mu_boltzmann / mu - 1) < 1e-5
assert abs(lifetime(G0, kf) / tau - 1) < 1e-5

# ---- how mobility follows the mean field
Nd2 = 0.03
e2, rho2, s2, G2, kf2 = hartree(n, Nd2)
log_field = np.log((Nd2 + n / 2) / (Nd + n / 2))
mu2 = lifetime(G2, kf2) * to_mobility
p_bare = np.log(mu2 / mu) / log_field
thin1 = lifetime(G0, kf, screened=True) * to_mobility
thin2 = lifetime(G2, kf2, screened=True) * to_mobility
p_thin = np.log(thin2 / thin1) / log_field
thick1 = lifetime(G0, kf, rho, True) * to_mobility
thick2 = lifetime(G2, kf2, rho2, True) * to_mobility
p_thick = np.log(thick2 / thick1) / log_field
assert abs(p_bare + 2) < 1e-5 and abs(p_thin + 2) < 1e-5
assert p_thick > -1.99
na, nb = 0.02, 0.04
ha, hb = hartree(na, Nd), hartree(nb, Nd)
mua = lifetime(ha[3], ha[4]) * to_mobility
mub = lifetime(hb[3], hb[4]) * to_mobility
p_density = np.log(mub / mua) / np.log((Nd + nb / 2) / (Nd + na / 2))
assert p_density > -1.95

print("CURVED TEST POTENTIAL 0.02 z + 0.08 (1-exp(-z/3)) eV, z in nm")
print(f"G00 from wall slope: {1e3*G[0,0]:.4f} meV/nm")
print(f"mean force <0|V'|0>: {1e3*F[0,0]:.4f} meV/nm")
print(f"dE0/d(wall shift): {1e3*shift_rate:.4f} meV/nm")
print(f"G01 from wall slopes: {1e3*G[0,1]:.4f} meV/nm")
print(f"<0|V'|1>: {1e3*F[0,1]:.4f} meV/nm")
print(f"(E0-E1)<0|d/dz|1>: {1e3*(E[0]-E[1])*D[0,1]:.4f} meV/nm")
print(f"uniform force {1e3*field_test:.1f} meV/nm, G00 G11 G22:",
      *[f"{1e3*g:.4f}" for g in G_linear], "meV/nm")
print(f"CORRUGATED WALL, amplitude {a:.2f} nm")
print(f"intrasubband Q: {Q_intra:.3f} 1/nm")
print(f"splitting computed: {1e3*split_intra:.5f} meV")
print(f"splitting a*G00: {1e3*a*G[0,0]:.5f} meV")
print(f"intersubband Q: {Q_inter:.3f} 1/nm")
print(f"splitting computed: {1e3*split_inter:.5f} meV")
print(f"splitting sqrt(2)*a*G01: {1e3*np.sqrt(2)*a*G[0,1]:.5f} meV")
print("HARTREE LAYER")
print(f"m_z, m_p: {mass_z}, {mass_p} electron masses")
print(f"relative permittivity {kappa:.0f}, degeneracy {degeneracy}")
print(f"n: {n*1e14:.2e} 1/cm^2; Nd: {Nd*1e14:.2e} 1/cm^2")
print(f"roughness height {rms} nm, correlation length {corr} nm")
print(f"E1-E0: {1e3*(e[1]-e[0]):.2f} meV; Fermi energy: {1e3*fermi:.2f} meV")
print(f"mean distance from wall: {np.sum(wz*rho*z):.3f} nm")
print(f"psi0'(0)^2: {s0**2:.5f} 1/nm^3")
print(f"hbar^2/(2 m_z): {cz:.6f} eV nm^2")
print(f"G00 from wall slope: {1e3*G0:.4f} meV/nm")
print(f"e^2(Nd+n/2)/eps: {1e3*mean_force:.4f} meV/nm")
print(f"F_eff: {mean_force*1e9:.4e} V/m")
print(f"field at interface: {coulomb*(Nd+n)*1e9:.4e} V/m")
print(f"k_F: {kf:.4f} 1/nm; x: {arg:.4f}")
print(f"exp(-x)(I0-I1): {bessel:.5f}")
print(f"lifetime, unscreened: {tau*1e12:.4f} ps")
print(f"E_F*tau/hbar: {fermi*tau/hbar:.2f}")
print(f"mobility, closed formula: {mu:.2f} cm^2/(V s)")
print(f"mobility, Boltzmann matrix: {mu_boltzmann:.2f} cm^2/(V s)")
print(f"FIXED n, Nd raised to {Nd2*1e14:.2e} 1/cm^2")
print(f"new F_eff: {coulomb*(Nd2+n/2)*1e9:.4e} V/m")
print(f"field ratio: {np.exp(log_field):.4f}")
print(f"screening wavenumber: {q_screen:.4f} 1/nm")
print(f"unscreened: {mu:.1f} -> {mu2:.1f} cm^2/(V s), exponent {p_bare:.4f}")
print(f"thin layer: {thin1:.1f} -> {thin2:.1f} cm^2/(V s), exponent {p_thin:.4f}")
print(f"form factor: {thick1:.1f} -> {thick2:.1f} cm^2/(V s),",
      f"exponent {p_thick:.4f}")
print(f"FIXED Nd={Nd*1e14:.2e}, n from {na*1e14:.2e} to {nb*1e14:.2e} 1/cm^2")
print(f"unscreened: {mua:.1f} -> {mub:.1f} cm^2/(V s), exponent {p_density:.4f}")
print("verified")
```

Running it gives:

```
CURVED TEST POTENTIAL 0.02 z + 0.08 (1-exp(-z/3)) eV, z in nm
G00 from wall slope: 35.7244 meV/nm
mean force <0|V'|0>: 35.7244 meV/nm
dE0/d(wall shift): 35.7244 meV/nm
G01 from wall slopes: 33.0212 meV/nm
<0|V'|1>: 3.1618 meV/nm
(E0-E1)<0|d/dz|1>: 29.8595 meV/nm
uniform force 50.0 meV/nm, G00 G11 G22: 50.0000 50.0000 50.0000 meV/nm
CORRUGATED WALL, amplitude 0.02 nm
intrasubband Q: 1.000 1/nm
splitting computed: 0.71423 meV
splitting a*G00: 0.71449 meV
intersubband Q: 0.561 1/nm
splitting computed: 0.93393 meV
splitting sqrt(2)*a*G01: 0.93398 meV
HARTREE LAYER
m_z, m_p: 0.9, 0.2 electron masses
relative permittivity 12, degeneracy 4
n: 3.00e+12 1/cm^2; Nd: 1.00e+12 1/cm^2
roughness height 0.3 nm, correlation length 2.0 nm
E1-E0: 47.16 meV; Fermi energy: 17.95 meV
mean distance from wall: 1.724 nm
psi0'(0)^2: 0.89051 1/nm^3
hbar^2/(2 m_z): 0.042333 eV nm^2
G00 from wall slope: 37.6982 meV/nm
e^2(Nd+n/2)/eps: 37.6982 meV/nm
F_eff: 3.7698e+07 V/m
field at interface: 6.0317e+07 V/m
k_F: 0.3070 1/nm; x: 0.1885
exp(-x)(I0-I1): 0.75717
lifetime, unscreened: 0.2061 ps
E_F*tau/hbar: 5.62
mobility, closed formula: 1812.14 cm^2/(V s)
mobility, Boltzmann matrix: 1812.14 cm^2/(V s)
FIXED n, Nd raised to 3.00e+12 1/cm^2
new F_eff: 6.7857e+07 V/m
field ratio: 1.8000
screening wavenumber: 1.2598 1/nm
unscreened: 1812.1 -> 559.3 cm^2/(V s), exponent -2.0000
thin layer: 21594.6 -> 6665.0 cm^2/(V s), exponent -2.0000
form factor: 12363.6 -> 4241.4 cm^2/(V s), exponent -1.8202
FIXED Nd=1.00e+12, n from 2.00e+12 to 4.00e+12 1/cm^2
unscreened: 2583.4 -> 1377.8 cm^2/(V s), exponent -1.5504
verified
```
